# Dew point of a precursor vapour after dilution at constant pressure

**Question**

I am stuck on an exercise about precursor delivery. A carrier gas leaves a heated bubbler saturated with precursor vapour at 350 K. It is then diluted tenfold with clean carrier gas, and the total pressure stays the same. The vaporisation enthalpy is 60 kJ/mol. I am asked to show that the dew point in the delivery line falls to about 315 K.

I see three difficulties. The vapour pressure at 350 K is not given, so I do not know where to start. When I took the slope of the logarithm of the vapour pressure at 350 K and extrapolated along a straight line, I got 311 K, not 315 K. And I do not see what the answer means in practice: if I keep the line at 330 K, am I safe from condensation?

To have something definite, I assumed 50 sccm of source gas at 100 Torr total pressure, containing 1 Torr of precursor, joined by 450 sccm of clean gas.

**Answer**

You do not need the vapour pressure, because it cancels. Your extrapolation has the right physics but assumes a constant slope over too wide a range. Once the gases are fully mixed, line walls at 330 K are safe, but the temperature of the added gas matters too.

**What dilution does to the partial pressure**

The dew point is the temperature at which the vapour already present would just saturate the gas, if the gas were cooled at fixed composition and pressure. It is not the actual temperature of the gas. So first find the precursor's partial pressure after mixing.

A flow in sccm is proportional to a molar flow. The total flow therefore grows by the factor

$$D=\frac{50+450}{50}=10 .$$

The added gas brings no precursor, so the precursor's own molar flow is unchanged and its mole fraction falls from $y_1$ to $y_2=y_1/D$. In an ideal gas mixture the partial pressure is the mole fraction times the total pressure $P$. Since $P$ is the same before and after,

$$p_2=y_2P=\frac{y_1P}{D}=\frac{p_1}{D}.$$

With your numbers, the mole fraction falls from 0.010 to 0.001 and the partial pressure from 1 Torr to 0.1 Torr.

The condition of constant total pressure is essential. If you pumped the clean gas into a closed rigid vessel at fixed temperature, the total pressure would rise tenfold while the mole fraction fell tenfold. For ideal gases, the precursor pressure would then stay at 1 Torr and the dew point at 350 K.

Here "tenfold" means that the total flow becomes ten times larger. If it meant ten added parts to one original part, $D$ would be 11.

**How the saturation pressure depends on temperature**

At saturation, liquid and vapour have equal molar chemical potentials. For each phase $d\mu=-s\,dT+V\,dp$, with $s$ the molar entropy and $V$ the molar volume. Moving along the saturation curve keeps the two potentials equal, so their changes are equal:

$$-s_l\,dT+V_l\,dp=-s_g\,dT+V_g\,dp .$$

Collecting terms gives $(V_g-V_l)\,dp=(s_g-s_l)\,dT$. At equilibrium the entropy of vaporisation is $s_g-s_l=H/T$, where $H$ is the molar vaporisation enthalpy. Hence

$$\frac{dp}{dT}=\frac{H}{T(V_g-V_l)} .$$

At these low pressures the vapour's volume is far larger than the liquid's, so drop $V_l$ and use $V_g=RT/p$:

$$\frac{dp}{dT}=\frac{Hp}{RT^2}
\quad\Longrightarrow\quad
\frac{d\ln p}{dT}=\frac{H}{RT^2}.$$

I use this pure-substance curve for the precursor's partial pressure in the carrier gas. That neglects gas imperfection, dissolved carrier gas and the effect of the total pressure on the liquid.

Take $H$ as constant and integrate from the source temperature $T_1$, where the saturation pressure is $p_1$, to a temperature $T$. Because $\int dT/T^2=-1/T$,

$$\ln\frac{p_{\rm sat}(T)}{p_1}
=-\frac{H}{R}\left(\frac1T-\frac1{T_1}\right).$$

**The new dew point**

At the new dew point $T_2$, the saturation pressure equals the diluted partial pressure: $p_{\rm sat}(T_2)=p_1/D$. The left side above becomes $\ln(1/D)=-\ln D$, and $p_1$ has cancelled:

$$-\ln D=-\frac{H}{R}\left(\frac1{T_2}-\frac1{T_1}\right).$$

Multiply by $-R/H$ and add $1/T_1$:

$$\boxed{\frac1{T_2}=\frac1{T_1}+\frac{R\ln D}{H}}$$

Now insert $R=8.314$ J/(mol K), $\ln 10=2.3026$ and $H=60\,000$ J/mol:

$$\frac1{T_2}=(2.8571+0.3191)\times10^{-3}\ {\rm K^{-1}}
=3.1762\times10^{-3}\ {\rm K^{-1}},$$

$$T_2=314.8\ {\rm K}\approx 315\ {\rm K}\quad(\text{about }42\ ^\circ{\rm C}).$$

The dew point has fallen by 35 K. Keeping the liquid's volume makes no difference at this precision: with $V_l=300$ cm³/mol, numerical integration of the full equation from 1 Torr at 350 K down to 0.1 Torr also ends at 314.8 K.

**Why your extrapolation gave 311 K**

Define $x=RT_1\ln D/H$, which is about 0.112 here. The formula for $T_2$ and your constant-slope estimate are then

$$T_2=\frac{T_1}{1+x},\qquad T_{\rm lin}=T_1(1-x).$$

Their difference is

$$T_2-T_{\rm lin}
=T_1\,\frac{1-(1-x)(1+x)}{1+x}
=\frac{T_1x^2}{1+x}>0 .$$

The estimate is too low by about 4 K. The reason is that the slope of $\ln p_{\rm sat}$, which is $H/(RT^2)$, becomes steeper on cooling. Less cooling is needed for a tenfold drop than the slope at 350 K suggests.

The formula also has sensible limits. With no dilution, $D=1$ and $T_2=T_1$. For $D=100$ the dew point is 286.1 K, so the second factor of ten lowers it by about 29 K, less than the first. With the alternative reading $D=11$, it is 313.5 K.

**How much the enthalpy matters**

Differentiate the boxed equation at fixed $T_1$ and $D$:

$$-\frac{dT_2}{T_2^2}=-\frac{R\ln D}{H^2}\,dH .$$

The boxed equation also gives $R\ln D/H=1/T_2-1/T_1$. Therefore

$$\frac{dT_2}{dH}
=\frac{T_2^2}{H}\left(\frac1{T_2}-\frac1{T_1}\right)
=\frac{T_2}{H}\left(1-\frac{T_2}{T_1}\right),$$

which is 0.53 K per kJ/mol. Using 55 or 65 kJ/mol instead of 60 gives 312.0 or 317.3 K. A larger enthalpy makes the vapour pressure fall faster on cooling, so the gas saturates sooner.

**Is a line at 330 K safe?**

At a wall held at 330 K, the diluted vapour has $p_2/p_{\rm sat}=0.35$. It is unsaturated, so bulk liquid does not condense there. This applies once the two streams are fully mixed. Upstream of the mixing point, the gas still has a dew point of 350 K, and a 330 K wall would collect liquid. Just after that point, poorly mixed gas that is still rich in precursor could do the same.

Suppose one fitting downstream is at 305 K. The saturation pressure there is 0.0477 Torr. If the gas comes fully to equilibrium with that cold spot, its precursor pressure falls from 0.1 Torr to this value. The carrier flow is conserved, and the ratio of precursor flow to carrier flow is $p/(P-p)$. The fraction of precursor that remains is

$$\frac{0.0477/(100-0.0477)}{0.1/(100-0.1)}\approx0.477 ,$$

so about 52% is lost. A gas that passes too quickly to equilibrate loses less.

**The added gas can also cause condensation**

Warm walls may not be enough if the clean gas arrives cold. Consider a parcel in which a fraction $f$ of the gas came from the source and the rest from the dilution stream at temperature $T_g$. Assume equal molar heat capacities, no heat exchange with the walls, and heat and vapour that mix in the same proportions. Before any condensation,

$$T=T_g+f(T_1-T_g),\qquad p=fp_1 .$$

For $T_g<T_1$, eliminating $f$ gives a straight line:

$$p=p_1\frac{T-T_g}{T_1-T_g}.$$

This line meets the saturation curve at $(T_1,p_1)$. Its slope is $p_1/(T_1-T_g)$, while the curve's slope there is $p_1H/(RT_1^2)$. The curve's second derivative is

$$\frac{d^2p_{\rm sat}}{dT^2}
=\frac{Hp_{\rm sat}}{RT^2}\left(\frac{H}{RT^2}-\frac2T\right),$$

which is positive for $T<H/(2R)$. Since $H/R=7216$ K, this holds throughout our range, and the curve lies above its tangent.

If the mixing line is at least as steep as the tangent, it lies on or below the tangent for $T<T_1$, and hence below the saturation curve. If it is less steep, it lies above the curve just below $T_1$, and the mixture becomes supersaturated. The condition for avoiding supersaturation is therefore

$$\frac{p_1}{T_1-T_g}\ge\frac{p_1H}{RT_1^2}
\quad\Longrightarrow\quad
T_1-T_g\le\frac{RT_1^2}{H}=17\ {\rm K}.$$

In this model the dilution gas must be at 333 K or above. The number belongs to the model: if the precursor's own heat capacity is about 400 J/(mol K), its 1% share of the source gas widens the limit to 19–20 K, while unequal diffusion of heat and vapour, discussed below, removes the sharp limit altogether. If it is hotter than the source, mixing lowers the precursor pressure without cooling the source gas, so there is no supersaturation either.

It is not enough for the final mixture to be at its dew point. That weaker condition is $T_2=T_g+(T_1-T_g)/D$, which gives

$$T_g=\frac{DT_2-T_1}{D-1}=310.9\ {\rm K}.$$

On the way to that final state, $p/p_{\rm sat}$ would reach 1.76. With clean gas at 295 K, the final mixture would be at 300.5 K with $p/p_{\rm sat}=3.0$, after a peak of 3.9. These ratios are calculated as if nothing condensed. They show that droplets could form, not how many would: that depends on nucleation and on the time available. The heat released by condensation would also change the path. More important, 500 sccm in a tube of a few millimetres bore flows laminarly (Reynolds number about 150), so the streams mix by diffusion, and for a heavy precursor in nitrogen or argon heat diffuses roughly 4 to 7 times faster than the vapour. The source gas then cools before it is diluted. In a one-dimensional diffusion model of two layers in the ratio 1:9, with heat diffusing five times faster than vapour, $p/p_{\rm sat}$ peaks near 1.45 for clean gas at 333 K and near 8 for clean gas at 295 K. So 333 K is not a safe value for a real line; the rule that does not depend on the diffusivities is to bring the dilution gas to the source temperature or above.

**If the precursor freezes first**

The 315 K result assumes a liquid condensate. Suppose instead that the precursor melts at $T_m=330$ K with a fusion enthalpy of 15 kJ/mol. Below $T_m$ the relevant enthalpy is that of sublimation, $H_s=60+15=75$ kJ/mol, taken as constant. The total fall in $\ln p$ is the sum of the falls along the liquid and solid curves:

$$\ln D=\frac HR\left(\frac1{T_m}-\frac1{T_1}\right)
+\frac{H_s}{R}\left(\frac1{T_f}-\frac1{T_m}\right).$$

Solving for the frost point $T_f$,

$$\frac1{T_f}=\frac1{T_m}
+\frac{R\ln D-H(1/T_m-1/T_1)}{H_s},$$

gives $T_f=317.8$ K. Solid can deposit about 3 K above the calculated dew point, because below $T_m$ the solid has a lower vapour pressure than the supercooled liquid.

**How close is this to a real delivery line?**

Your values are round model parameters for a liquid precursor of low volatility delivered from a heated bubbler. They do not describe a particular compound. The 100 Torr is the assumed pressure in the delivery line. If the gas then expands into a chamber at lower pressure, its dew point falls further. A fast expansion can also cool the gas itself, however, so the lower dew point does not by itself rule out condensation.

A real bubbler may not saturate its carrier gas. At 80% saturation the initial precursor pressure is $0.8p_1$, so $D$ in the formula is replaced by $D/0.8$ and the dew point becomes 311.8 K. Separately, a 10% fall in total pressure along the line, with full saturation at the source, replaces $D$ by $D/0.9$ and gives 313.4 K.

The enthalpy also varies with temperature. If the vapour's molar heat capacity is 80 J/(mol K) below the liquid's, a rough model value, then $H(T)=H-80\,(T-T_1)$ in J/mol, with $T$ in kelvin. The enthalpy rises on cooling, and solving the integrated saturation equation numerically raises the dew point by 0.7 K.

Gas imperfection is much less important here. I estimated it by replacing partial pressures with fugacities, using second virial coefficients of −3000 cm³/mol for precursor pairs and −200 cm³/mol for precursor–carrier pairs, with an ideal carrier. Including the effect of total pressure on a liquid of 300 cm³/mol as well, the numerical solution shifts by less than 0.01 K when the virial coefficients are held constant, and by about 0.02 K if they grow on cooling as $T^{-4}$. For these values, incomplete saturation and uncertainty in $H$ matter far more, and "about 315 K" is a suitable precision for the answer.
